# Bias-Dependent Barrier of a Graphene Contact on n-Type Silicon: a numerical check

```python
"""
Result under test: for graphene on n-silicon, neutral at flat band,
    barrier = flat_barrier - hbar*v*sqrt(pi*n),  n = sqrt(2*eps*N*psi/e),
so raising psi from 0.5 to 10.5 V lowers the barrier by about 67 meV
when graphene is degenerate. The 300 K value is computed separately.
psi: silicon band bending; n: net graphene electron density; N: donor density;
eps: silicon permittivity; v: Dirac velocity; hbar: reduced Planck constant.
Internal units: nm, eV, V, and elementary charges.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, spence

q = const.e
eps0 = const.epsilon_0 / q * 1e-9
eps = 11.7 * eps0
donors = 1e16 * 1e-21
velocity = 1e6
hv = const.hbar * velocity / q * 1e9
temperature = 300.0
kT = const.k * temperature / q
bendings = np.array([0.5, 10.5])

# Rough typical values for silicon and the contact
flat_barrier = 0.5
silicon_gap = 1.12
Nc_cm3 = 2.8e19
Nv_cm3 = 2.7e19
xi = kT * np.log(Nc_cm3 / 1e16)


def sheet_density(psi):
    return np.sqrt(2 * eps * donors * psi)


def fermi_energy(n):
    return hv * np.sqrt(np.pi * n)


def tail_density(psi):
    return np.sqrt(2 * eps * donors * (psi - kT + kT * np.exp(-psi / kT)))


def thermal_density(energy, thermal_energy):
    eta = energy / thermal_energy
    bracket = eta**2 / 2 + np.pi**2 / 6 + 2 * spence(1 + np.exp(-eta))
    return 2 / np.pi * (thermal_energy / hv)**2 * bracket


def thermal_fermi(n, thermal_energy):
    return brentq(lambda e: thermal_density(e, thermal_energy) - n, 0, 0.5)


density = sheet_density(bendings)
fermi = fermi_energy(density)
width = density / donors
field = density / eps
lowering = fermi[1] - fermi[0]
assert abs(lowering - 0.067) < 0.0005

# Depletion charge from direct integration of the Poisson-Boltzmann equation
debye = np.sqrt(eps * kT / donors)
for psi in bendings:
    def reached(x, y, target=psi):
        return y[0] - target
    reached.terminal = True
    start = 1e-3 * kT
    solution = solve_ivp(
        lambda x, y: [y[1], donors / eps * (-np.expm1(-y[0] / kT))],
        (0, 6000), [start, start / debye], events=reached,
        rtol=1e-9, atol=1e-12)
    assert len(solution.y_events[0]) == 1
    numerical_density = eps * solution.y_events[0][0][1]
    assert abs(numerical_density / tail_density(psi) - 1) < 1e-4
    # The neglected electron tail is of relative size kT/(2 psi)
    assert abs(numerical_density / sheet_density(psi) - 1) < 0.03

# Graphene density by counting states over the whole honeycomb zone
bond = 0.142
hopping = 2 * hv / (3 * bond)
cell_area = 3 * np.sqrt(3) / 2 * bond**2
points = 4000
phase = np.exp(2j * np.pi * np.arange(points) / points)
count = 0
for first in range(0, points, 400):
    amplitude = 1 + phase[first:first + 400, None] + phase[None, :]
    square = amplitude.real**2 + amplitude.imag**2
    count += np.count_nonzero(square < (fermi[1] / hopping)**2)
counted_density = 2 * count / points**2 / cell_area
# Finite mesh and band curvature limit this comparison
assert abs(counted_density / density[1] - 1) < 0.02


# Barrier and its sign from minimum total energy at fixed reverse bias
def total_energy(n, bias):
    w = n / donors
    field_energy = quad(
        lambda x: eps / 2 * (donors * (w - x) / eps)**2, 0, w)[0]
    k_fermi = np.sqrt(np.pi * n)
    band_energy = quad(
        lambda k: 4 * 2 * np.pi * k / (2 * np.pi)**2 * hv * k,
        0, k_fermi)[0]
    return field_energy + band_energy - (flat_barrier - xi + bias) * n


minimum_barriers = []
for bias in (0.0, 10.0):
    best = minimize_scalar(total_energy, bounds=(1e-5, 0.03), args=(bias,),
                           method="bounded", options={"xatol": 1e-11})
    w = best.x / donors
    psi = quad(lambda x: donors * (w - x) / eps, 0, w)[0]
    barrier_from_silicon = psi + xi - bias
    predicted = flat_barrier - fermi_energy(sheet_density(psi))
    assert abs(barrier_from_silicon - predicted) < 2e-5
    minimum_barriers.append(barrier_from_silicon)
assert minimum_barriers[1] < minimum_barriers[0]

# Thermal density from its definition, and its degenerate limit
for energy in fermi:
    integral = quad(
        lambda e: 2 * e / (np.pi * hv**2)
        * (expit((energy - e) / kT) - expit((-energy - e) / kT)),
        0, 1.5, epsabs=1e-12, limit=200)[0]
    assert abs(integral / thermal_density(energy, kT) - 1) < 1e-6
cold = const.k * 5 / q
for n, energy in zip(density, fermi):
    assert abs(thermal_fermi(n, cold) - energy) < 1e-4

fermi_300 = np.array([thermal_fermi(n, kT) for n in density])
lowering_300 = fermi_300[1] - fermi_300[0]
fermi_tail = np.array([thermal_fermi(tail_density(p), kT) for p in bendings])
lowering_tail = fermi_tail[1] - fermi_tail[0]
assert lowering_300 > lowering

# Gaussian puddles, neutral on average at flat band
puddle_spread = 0.05
nodes, weights = np.polynomial.hermite.hermgauss(40)


def puddle_density(energy):
    local = energy + np.sqrt(2) * puddle_spread * nodes
    return np.sum(weights * thermal_density(local, kT)) / np.sqrt(np.pi)


fermi_puddle = np.array([
    brentq(lambda e: puddle_density(e) - tail_density(p), 0, 0.4)
    for p in bendings])
lowering_puddle = fermi_puddle[1] - fermi_puddle[0]

# Initial hole doping, degenerate graphene
initial_holes = 5e12 * 1e-14
hole_fermi = -fermi_energy(initial_holes - density)
lowering_doped = hole_fermi[1] - hole_fermi[0]

# Vacuum gap and ideal-metal image force
gap_width = 0.3
gap_drop = density * gap_width / eps0
image = np.sqrt(field / (4 * np.pi * eps))
for f, predicted in zip(field, image):
    top = minimize_scalar(lambda x: f * x + 1 / (16 * np.pi * eps * x),
                          bounds=(0.05, 50), method="bounded",
                          options={"xatol": 1e-8})
    assert abs(top.fun - predicted) < 1e-7

# WKB tunnelling through a triangular barrier, unit transmission above its top
kappa_free = np.sqrt(2 * const.m_e * q) / const.hbar * 1e-9


def action(depth, f, mass):
    return 4 * kappa_free * np.sqrt(mass) * depth**1.5 / (3 * f)


def tunnel_lowering(f, mass):
    extra = quad(lambda e: np.exp(e / kT - action(e, f, mass)) / kT,
                 0, 0.3)[0]
    return kT * np.log1p(extra)


direct_action = quad(
    lambda x: 2 * kappa_free * np.sqrt(0.19 * max(0.1 - field[1] * x, 0)),
    0, 0.1 / field[1])[0]
assert abs(direct_action / action(0.1, field[1], 0.19) - 1) < 1e-6
tunnel_light = np.array([tunnel_lowering(f, 0.19) for f in field])
tunnel_heavy = np.array([tunnel_lowering(f, 0.92) for f in field])

# Surface carriers in equilibrium with graphene, and impact ionisation
high_barrier = flat_barrier - fermi_tail[1]
surface_electrons = Nc_cm3 * np.exp(-high_barrier / kT)
surface_holes = Nv_cm3 * np.exp(-(silicon_gap - high_barrier) / kT)
assert max(surface_electrons, surface_holes) < 0.01 * 1e16
ion_a, ion_b = 7e5, 1.23e6
ionisation = quad(
    lambda x: ion_a * 1e-7
    * np.exp(-ion_b / (1e7 * donors * (width[1] - x) / eps)),
    0, width[1])[0]
assert ionisation < 0.1

bias_needed = bendings + fermi - flat_barrier + xi
print(f"Donor density: {donors*1e21:.1e} cm^-3")
print(f"Relative permittivity of silicon: {eps/eps0:.1f}")
print(f"Dirac velocity: {velocity:.1e} m/s")
print(f"hbar times Dirac velocity: {hv:.4f} eV nm")
print(f"Temperature: {temperature:.0f} K; kT: {1e3*kT:.2f} meV")
print(f"Rough flat-band barrier: {flat_barrier:.2f} eV")
print(f"Rough silicon band gap: {silicon_gap:.2f} eV")
print(f"Rough Nc, Nv: {Nc_cm3:.1e}, {Nv_cm3:.1e} cm^-3")
print(f"Bulk conduction edge minus Fermi level: {xi:.3f} eV")
for i, psi in enumerate(bendings):
    print(f"--- Band bending: {psi:.1f} V")
    print(f"Depletion width: {width[i]:.1f} nm")
    print(f"Peak field: {field[i]*10:.4f} MV/cm")
    print(f"Graphene electron density: {density[i]*1e14:.3e} cm^-2")
    print(f"Degenerate Fermi energy: {1e3*fermi[i]:.2f} meV")
    print(f"Degenerate-limit barrier: {flat_barrier-fermi[i]:.4f} eV")
    print(f"300 K Fermi energy, full depletion: {1e3*fermi_300[i]:.2f} meV")
    print(f"300 K Fermi energy, with tail: {1e3*fermi_tail[i]:.2f} meV")
    print(f"Reverse bias, degenerate graphene: {bias_needed[i]:.3f} V")
print("--- Barrier lowering between the two bendings")
print(f"Degenerate graphene: {1e3*lowering:.2f} meV = {lowering:.4f} eV")
print(f"300 K, full depletion: {1e3*lowering_300:.2f} meV")
print(f"300 K, with depletion tail: {1e3*lowering_tail:.2f} meV")
print(f"Rise of reverse bias: {np.diff(bias_needed)[0]:.3f} V")
print(f"Thermionic factor, 67 meV result: {np.exp(lowering/kT):.1f}")
print(f"Thermionic factor, 300 K with tail: {np.exp(lowering_tail/kT):.1f}")
print("--- Sizes of neglected effects")
print(f"Puddle spread: {1e3*puddle_spread:.0f} meV")
print(f"300 K lowering with puddles: {1e3*lowering_puddle:.1f} meV")
print(f"Initial hole density: {initial_holes*1e14:.1e} cm^-2")
print(f"Degenerate lowering with these holes: {1e3*lowering_doped:.1f} meV")
print(f"Vacuum gap width: {gap_width:.1f} nm")
print(f"Extra lowering from gap: {1e3*np.diff(gap_drop)[0]:.1f} meV")
print(f"Extra ideal image lowering: {1e3*np.diff(image)[0]:.1f} meV")
print(f"Extra WKB lowering, mass 0.19: {1e3*np.diff(tunnel_light)[0]:.1f} meV")
print(f"Extra WKB lowering, mass 0.92: {1e3*np.diff(tunnel_heavy)[0]:.1f} meV")
print(f"Lowering with 10% higher velocity: {1.1e3*lowering:.1f} meV")
print(f"Surface electrons at 10.5 V: {surface_electrons:.1e} cm^-3")
print(f"Surface holes at 10.5 V: {surface_holes:.1e} cm^-3")
print(f"Rough ionisation coefficients: {ion_a:.1e} /cm, {ion_b:.2e} V/cm")
print(f"Electron ionisation integral at 10.5 V: {ionisation:.2e} (no unit)")
print("finished without a failed check")
```

Printed output:

```
Donor density: 1.0e+16 cm^-3
Relative permittivity of silicon: 11.7
Dirac velocity: 1.0e+06 m/s
hbar times Dirac velocity: 0.6582 eV nm
Temperature: 300 K; kT: 25.85 meV
Rough flat-band barrier: 0.50 eV
Rough silicon band gap: 1.12 eV
Rough Nc, Nv: 2.8e+19, 2.7e+19 cm^-3
Bulk conduction edge minus Fermi level: 0.205 eV
--- Band bending: 0.5 V
Depletion width: 254.3 nm
Peak field: 0.0393 MV/cm
Graphene electron density: 2.543e+11 cm^-2
Degenerate Fermi energy: 58.83 meV
Degenerate-limit barrier: 0.4412 eV
300 K Fermi energy, full depletion: 42.01 meV
300 K Fermi energy, with tail: 41.12 meV
Reverse bias, degenerate graphene: 0.264 V
--- Band bending: 10.5 V
Depletion width: 1165.3 nm
Peak field: 0.1802 MV/cm
Graphene electron density: 1.165e+12 cm^-2
Degenerate Fermi energy: 125.94 meV
Degenerate-limit barrier: 0.3741 eV
300 K Fermi energy, full depletion: 117.00 meV
300 K Fermi energy, with tail: 116.92 meV
Reverse bias, degenerate graphene: 10.331 V
--- Barrier lowering between the two bendings
Degenerate graphene: 67.11 meV = 0.0671 eV
300 K, full depletion: 75.00 meV
300 K, with depletion tail: 75.80 meV
Rise of reverse bias: 10.067 V
Thermionic factor, 67 meV result: 13.4
Thermionic factor, 300 K with tail: 18.8
--- Sizes of neglected effects
Puddle spread: 50 meV
300 K lowering with puddles: 76.5 meV
Initial hole density: 5.0e+12 cm^-2
Degenerate lowering with these holes: 25.7 meV
Vacuum gap width: 0.3 nm
Extra lowering from gap: 49.5 meV
Extra ideal image lowering: 25.1 meV
Extra WKB lowering, mass 0.19: 28.9 meV
Extra WKB lowering, mass 0.92: 14.3 meV
Lowering with 10% higher velocity: 73.8 meV
Surface electrons at 10.5 V: 1.0e+13 cm^-3
Surface holes at 10.5 V: 1.1e+07 cm^-3
Rough ionisation coefficients: 7.0e+05 /cm, 1.23e+06 V/cm
Electron ionisation integral at 10.5 V: 1.03e-02 (no unit)
finished without a failed check
```
